# How many electrons take graphene to its van Hove singularity?

## Problem

Describe graphene by one $\pi$ orbital per carbon atom, orthogonal orbitals, and hopping $-t$ (with $t>0$) between nearest neighbours. The neutral sheet has two $\pi$ electrons per two-atom cell, and its Fermi level lies at the Dirac point, taken as $E=0$. Assume zero temperature and bands that do not change when charge is added.

The density of states of the upper band diverges at one energy, the van Hove singularity. How many electrons per cell must be added to raise the Fermi level to it, and what sheet density is that? Could a gate supply the charge? Use the rough typical values $a=0.246$ nm for the lattice constant and $t=2.7$ eV.

**Conventions.** The lattice vectors are $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$, so the cell area is $A_c=\sqrt3a^2/2$. With an A atom at the origin, its three B neighbours sit at $\mathbf b=(\mathbf a_1+\mathbf a_2)/3$, $\mathbf b-\mathbf a_1$ and $\mathbf b-\mathbf a_2$. Write $\theta_i=\mathbf k\cdot\mathbf a_i$. The A–B matrix element of the Bloch Hamiltonian is then $-t\,e^{i\mathbf k\cdot\mathbf b}f$, with

$$f=1+e^{-i\theta_1}+e^{-i\theta_2}.$$

The diagonal elements vanish, so $E^2=t^2|f|^2$ and the two bands are $E=\pm t|f|$.

## A tempting solution

Near a Dirac point the bands form a cone. Put $\theta_1=2\pi/3+\delta_1$ and $\theta_2=-2\pi/3+\delta_2$, where $f=0$ at $\delta_1=\delta_2=0$. To first order

$$f\simeq-i\left(e^{-2\pi i/3}\delta_1+e^{2\pi i/3}\delta_2\right),\qquad |f|^2\simeq\delta_1^2+\delta_2^2-\delta_1\delta_2,$$

because the cross term carries $2\cos(4\pi/3)=-1$. Let $\mathbf q$ be the wavevector measured from the Dirac point. Then $\delta_1=aq_x$ and $\delta_2=a(q_x+\sqrt3q_y)/2$. The terms in $q_xq_y$ cancel, leaving $|f|^2\simeq\tfrac34a^2q^2$, or $E\simeq\tfrac{\sqrt3}{2}\,a\,t\,q$.

Two spins and two Dirac points (valleys) give the density

$$n=4\,\frac{\pi q^2}{4\pi^2}=\frac{q^2}{\pi}=\frac{4}{3\pi a^2}\left(\frac Et\right)^2,\qquad nA_c=\frac{2}{\sqrt3\,\pi}\left(\frac Et\right)^2 .$$

The singularity is at $E=t$, so the answer would be $2/(\sqrt3\pi)=0.368$ electrons per cell, or $7.01\times10^{14}$ cm$^{-2}$.

## The fault

The energy is right, as shown below, but the cone is used where it no longer describes the band. A cone has a density of states proportional to $E$, which diverges nowhere. A count that relies on it up to a divergence contradicts itself. The divergence arises where the constant-energy contours around different Dirac points meet, and by then those contours are far from circular. The count needs the true area inside the contour $E=t$.

## Correct solution

**Uniform weight in the angles.** The map from $\mathbf k$ to $(\theta_1,\theta_2)$ is linear with Jacobian $|\mathbf a_1\times\mathbf a_2|=A_c$. The Brillouin zone therefore becomes the square $-\pi<\theta_i<\pi$, of area $4\pi^2$, with uniform weight. Each point of the square holds two electrons per band, one for each spin.

**Where the singularity lies.** Multiplying $f$ by its conjugate gives

$$|f|^2=3+2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1-\theta_2).$$

Its two derivatives vanish when

$$\sin\theta_1+\sin(\theta_1-\theta_2)=0,\qquad \sin\theta_2-\sin(\theta_1-\theta_2)=0 .$$

Adding these gives $\sin\theta_1+\sin\theta_2=0$. Modulo $2\pi$ there are two possibilities.

- If $\theta_2=\theta_1+\pi$, then $\sin(\theta_1-\theta_2)=0$, so $\sin\theta_1=0$. The points are $(0,\pi)$ and $(\pi,0)$.
- If $\theta_2=-\theta_1$, then $\sin\theta_1+\sin2\theta_1=\sin\theta_1(1+2\cos\theta_1)=0$. The points are $(0,0)$, $(\pi,\pi)$ and $\pm(2\pi/3,-2\pi/3)$.

Substitution gives $|f|=3$ at $\Gamma=(0,0)$, $|f|=0$ at the two Dirac points K, and $|f|=1$ at the three points $(\pi,0)$, $(0,\pi)$ and $(\pi,\pi)$, called M. At $\Gamma$ the band has a quadratic maximum. The area inside a contour there grows linearly with the energy below the top, so the density of states has a finite step. At K it vanishes linearly. The divergence must come from M.

**A factorization.** Use $\cos\theta_1+\cos\theta_2=2\cos\frac{\theta_1+\theta_2}{2}\cos\frac{\theta_1-\theta_2}{2}$ and $1+\cos(\theta_1-\theta_2)=2\cos^2\frac{\theta_1-\theta_2}{2}$:

$$\begin{aligned}
|f|^2-1&=2\left[1+\cos(\theta_1-\theta_2)+\cos\theta_1+\cos\theta_2\right]\\
&=4\cos\tfrac{\theta_1-\theta_2}{2}\left[\cos\tfrac{\theta_1-\theta_2}{2}+\cos\tfrac{\theta_1+\theta_2}{2}\right]\\
&=8\cos\tfrac{\theta_1}{2}\cos\tfrac{\theta_2}{2}\cos\tfrac{\theta_1-\theta_2}{2}.
\end{aligned}$$

The last line uses the sum-to-product rule once more.

**The divergence.** Near $(\pi,\pi)$ put $\theta_i=\pi+x_i$. Then $\cos(\theta_i/2)\simeq-x_i/2$ and the third cosine is close to 1, so $|f|^2\simeq1+2x_1x_2$ and

$$E\simeq t(1+x_1x_2).$$

This is a saddle: the energy rises along $x_1=x_2$ and falls along $x_1=-x_2$. At each of the other two M points, two of the three cosines again vanish linearly. With those two linear forms as coordinates (unit Jacobian, sign chosen suitably) the energy has the same form.

Let $\varepsilon=E/t-1$ and cut each coordinate off at $|x_i|=X$. Three saddles and two spins give the density of states per cell

$$g(E)\simeq\frac{2\cdot3}{4\pi^2t}\int\!\!\int dx_1dx_2\,\delta(\varepsilon-x_1x_2)
=\frac{6}{4\pi^2t}\;2\!\int_{|\varepsilon|/X}^{X}\frac{dx_1}{x_1}
=\frac{3}{\pi^2t}\left[\ln\frac1{|\varepsilon|}+2\ln X\right].$$

The lower limit expresses $|x_2|=|\varepsilon/x_1|<X$, and the factor 2 covers both signs of $x_1$. The divergence is logarithmic and lies at $E=t$.

**The count.** The added electrons occupy the part of the square with $|f|<1$. Inside the square, $\theta_1/2$ and $\theta_2/2$ lie between $-\pi/2$ and $\pi/2$, so the first two cosines of the factorization are positive. The third is negative when $|\theta_1-\theta_2|>\pi$. Hence

$$E<t\quad\Longleftrightarrow\quad|\theta_1-\theta_2|>\pi .$$

This region consists of two right triangles in opposite corners of the square. One has the vertices $(\pi,0)$, $(0,-\pi)$ and $(\pi,-\pi)$. Its legs have length $\pi$ and its area is $\pi^2/2$. Together the triangles cover $\pi^2$ out of $4\pi^2$, one quarter of the zone. With two spins,

$$nA_c=2\times\frac14=\frac12,\qquad n=\frac{1}{2A_c}=\frac{1}{\sqrt3\,a^2}.$$

The lower band was already full, so all of this is added charge. Neither $t$ nor $a$ enters the number per cell. Since the bands are mirror images about $E=0$, removing half an electron per cell takes the Fermi level to the lower singularity at $-t$.

For the stated lattice constant $A_c=0.05241$ nm$^2$, and

$$n=\frac{0.5}{0.05241\ \text{nm}^2}=9.54\ \text{nm}^{-2}=9.54\times10^{14}\ \text{cm}^{-2}.$$

As an independent test, Bloch matrices built from the atomic positions were diagonalized on a $1000\times1000$ grid. The fraction of upper-band states below $t$ came out as 0.2500.

**What the cone missed.** In $\mathbf k$ space each triangle is equilateral, centred on K, with corners at M. The corners are $2\pi/(3a)$ from K and the midpoints of the sides $\pi/(3a)$. The cone replaces the triangle by a circle of radius $2/(\sqrt3a)$, which lies between these two distances. The circle bulges slightly through the sides but misses the corners, and its area is 26.5 % below that of the triangle.

## When the half electron survives

**Second neighbours and overlap.** Let $u=|f|$. The sum of $e^{i\mathbf k\cdot\mathbf R}$ over the six second neighbours is $2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1-\theta_2)=u^2-3$. A second-neighbour hopping $-t_2$ thus puts $h=-t_2(u^2-3)$ on the diagonal. A nearest-neighbour overlap $s$ changes the off-diagonal modulus in the secular equation to $(t+sE)u$. The upper band obeys $E-h=(t+sE)u$, so

$$E=\frac{tu-t_2(u^2-3)}{1-su}.$$

The numerator of $dE/du$ is $t-2t_2u+st_2u^2+3st_2$. Since $u\le3$, it is positive for $0\le t_2<t/6$ and $0\le s<1/3$. In that range the energy rises steadily with $u$, so the saddles stay at $u=1$ and the states below them are the same quarter of the zone. The count remains 1/2.

With rough values $t_2=0.10$ eV and $s=0.10$, the M level is $(2.7+0.2)/0.9=3.22$ eV. The Dirac point has itself moved to $3t_2=0.30$ eV. A direct count with these terms again gives 0.5000 electrons per cell.

**Third neighbours.** These sit at $-2$ times the nearest-neighbour vectors. Let their hopping be $-t_3$ and $r=t_3/t$. After removal of the phase $e^{i\mathbf k\cdot\mathbf b}$, the upper band is $E=t|F|$ with

$$F=f+r\left[e^{-i(\theta_1+\theta_2)}+2\cos(\theta_1-\theta_2)\right].$$

At $(\pi,\pi)$, $F=-1+3r$, so for $r<1/3$ the M level drops to $t-3t_3$. For small $r$ it is still a saddle. Along $(\pi+x,\pi-x)$ one finds $|F|\simeq1-3r-(1-4r)x^2$, which falls. Along $(\pi+x,\pi+x)$ one finds $|F|^2\simeq(1-3r)^2+(2+2r-8r^2)x^2$, which rises.

The contour, however, is no longer straight. On the old boundary $\theta_1=\pi$,

$$|F|=|1-2r-re^{2i\theta_2}|\ge1-3r,$$

with equality only at the M points. This line, which contains one side of each triangle, now lies above the M level except at $\theta_2=0$ and $\theta_2=\pm\pi$, which are M points. By the symmetry of the lattice the same holds for the other sides. The pocket around K cannot cross them and shrinks inside its triangle.

For a rough $t_3=0.20$ eV the M level is 2.10 eV and the count falls to 0.409 electrons per cell, or $7.8\times10^{14}$ cm$^{-2}$. That is 18 % below the nearest-neighbour result. The shift depends strongly on the value chosen: $t_3=0.10$ eV gives 0.455 (9 % below) and $t_3=0.30$ eV gives 0.361 (28 % below). The words "nearest-neighbour" are therefore a real condition on the answer.

## Can a gate supply the charge?

The sheet charge is $en=153$ µC/cm$^2$. If one gate supplies all of it through silicon dioxide, with relative permittivity about 3.9, the field needed is

$$F_{\rm ox}=\frac{en}{3.9\,\epsilon_0}=443\ \text{MV/cm},$$

about 44 times a rough breakdown field of 10 MV/cm. At breakdown the density is $2.2\times10^{13}$ cm$^{-2}$ and the Fermi level of this model is 0.47 eV. That value follows from the cone velocity $\sqrt3at/(2\hbar)=0.87\times10^6$ m/s; a velocity of $1.0\times10^6$ m/s would give 0.54 eV.

An ionic gate stores more charge. Take a constant geometric capacitance $C_g$ of roughly 10 µF/cm$^2$. The bias is the geometric drop plus the rise of the Fermi level:

$$V=\frac{en}{C_g}+\frac{t}{e}=15.3\ \text{V}+2.7\ \text{V}=18.0\ \text{V}.$$

This far exceeds a rough electrochemical window of 4 V. The size of the excess depends on the assumed capacitance: to stay within the window, $C_g$ would have to be at least $153/(4-2.7)\approx118$ µF/cm$^2$.

The quantum capacitance, $C_Q=e^2(dn/d\mu)$ with $\mu$ the Fermi level, does not remove the obstacle. At temperature $T$ the factor $\ln(1/|\varepsilon|)$ is averaged over energies $|E-t|\sim kT$. The divergence becomes $\ln(t/kT)$ plus a constant, and halving $T$ adds $3\ln2/(\pi^2t)$ to the density of states at leading order. Going from $kT/t=0.02$ to $0.01$, the counted gain times $t$ is 0.2109, against 0.2107 from this law.

At 300 K the smeared density of states is 0.694 per eV per cell, which gives $C_Q=212$ µF/cm$^2$. In series with 10 µF/cm$^2$ this lowers the differential capacitance by only about 5 %. Near the singularity the charge added per further volt is therefore set almost entirely by the geometric capacitance.

**Beside real graphene.** With the rough values above, neither gate reaches the required density. Chemical doping, for instance by alkali atoms on or under the sheet, is another route, but there the rigid-band assumption is open to doubt, because the dopants can alter the bands. Of the corrections computed here, third-neighbour hopping is the largest: 18 % for $t_3=0.20$ eV and 28 % for $t_3=0.30$ eV. These figures are not a bound on the error for real graphene, since further hoppings and overlaps can lower the density more. The gate budget above uses the nearest-neighbour density and level. With $t_3=0.30$ eV the oxide field is still about 320 MV/cm and the ionic-gate bias about 13 V, so the conclusion on gating stands. A 1 % lattice expansion lowers the density by 2 %, to $9.35\times10^{14}$ cm$^{-2}$. Warming to 300 K at fixed $\mu=t$ changes the count only to 0.5001. Interaction shifts of the band, hybridization with the dopants and the filling of other bands are left out, and their effect on the density is not estimated. The remaining values are in the numerical output.

## Numbers as computed

```
lattice constant a (rough)              0.246 nm
hopping t (rough)                       2.70 eV
temperature                             300 K
thermal energy kT                       0.02585 eV
cell area                               0.05241 nm^2
stationary values of u^2                [0, 1, 9]
k grid points per direction             1000
counted fraction of zone with E < t     0.2500
counted added electrons per cell        0.5000
density at singularity                  9.540 nm^-2
density at singularity                  9.540e+14 cm^-2
cone estimate at E = t, per cell        0.3676
cone estimate at E = t                  7.013e+14 cm^-2
cone shortfall                          26.5 %
smeared DOS peak position E/t           1.00
t*DOS gain, kT/t 0.02 to 0.01, counted  0.2109
same gain from logarithmic law          0.2107
sheet charge                            152.9 uC/cm2
oxide relative permittivity (rough)     3.9
oxide breakdown field (rough)           10 MV/cm
oxide field needed                      443 MV/cm
field needed / breakdown field          44
density at oxide breakdown              2.16e+13 cm^-2
Fermi level at oxide breakdown          0.47 eV
ionic gate capacitance (rough)          10 uF/cm2
ionic gate window (rough)               4 V
ionic gate geometric voltage drop       15.3 V
ionic gate total bias needed            18.0 V
DOS at singularity, 300 K               0.694 per eV per cell
quantum capacitance there, 300 K        212 uF/cm2
electrons per cell at mu = t, 300 K     0.50014
second-neighbour hopping t2 (rough)     0.10 eV
overlap s (rough)                       0.10
M level with t2 and s                   3.222 eV
electrons per cell with t2 and s        0.5000
third-neighbour hopping t3 (rough)      0.20 eV
M level with t3                         2.100 eV
electrons per cell with t3              0.409
density with t3                         7.80e+14 cm^-2
density after 1 % lattice expansion     9.352e+14 cm^-2
```
